\section*{Testing the Sakurai-Tamaru capacitance formula for a square line}

\section*{Problem}

A long metal line of rectangular cross-section, width $w$ and thickness $t$, runs parallel to an infinite grounded plane. The gap between the plane and the underside of the line is $h$. One uniform dielectric of permittivity $\varepsilon$ fills the space above the plane, the corners are sharp, and there are no other conductors. For the capacitance $C$ per unit length, the Sakurai-Tamaru formula is the fit
\begin{equation}
\frac{C_{\rm ST}}{\varepsilon}=1.15\,\frac wh+2.80\left(\frac th\right)^{0.222}.
\label{fit}
\end{equation}

\begin{enumerate}
\item[(a)] Derive an upper and a lower bound on $C/\varepsilon$ that can be evaluated with approximate fields.
\item[(b)] Find $C/\varepsilon$ numerically at $w=t=h$, and give the sign and size of the error of (\ref{fit}).
\item[(c)] Check the value by a hand estimate that replaces the square by a round wire.
\item[(d)] Does agreement at this point establish the dependence on $w/h$ and $t/h$? Examine the slopes and the limit $w\gg h,t$.
\item[(e)] Evaluate $C$ for $w=t=h=50$ nm and relative permittivity 2.7. Compare the error of the formula with the effects that the model omits.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Two bounds}

Let the potential $\phi$ be 1 on the line and 0 on the plane and at infinity. Lengths can be measured in units of $h$, because Laplace's equation in two dimensions contains no length of its own. Hence $C/\varepsilon$ depends on $w/h$ and $t/h$ alone. With unit voltage, $C$ equals the charge per length. Since $\nabla^2\phi=0$, the divergence theorem gives
\begin{equation}
\int|\nabla\phi|^2\,dA=\int\nabla\cdot(\phi\nabla\phi)\,dA
=\oint_{\rm line}(-\partial_n\phi)\,ds=\frac C\varepsilon ,
\label{energy}
\end{equation}
where $n$ points from the metal into the dielectric.

\emph{Upper bound.} Take any continuous trial potential $u=\phi+\delta$ with the correct boundary values, so that $\delta=0$ on both conductors and at infinity. The cross term $2\int\nabla\phi\cdot\nabla\delta\,dA$ vanishes after integration by parts, and
\begin{equation}
\int|\nabla u|^2dA=\frac C\varepsilon+\int|\nabla\delta|^2dA\ \ge\ \frac C\varepsilon .
\label{upper}
\end{equation}

\emph{Lower bound.} Take any divergence-free field $\mathbf D$ that carries total flux $q$ out of the line. Then
\begin{equation}
\int\mathbf D\cdot(-\nabla\phi)\,dA=-\int\nabla\cdot(\phi\mathbf D)\,dA=q ,
\end{equation}
because $\phi=1$ on the line and $\phi=0$ on the rest of the boundary. The Cauchy-Schwarz inequality and (\ref{energy}) give
\begin{equation}
q^2\le\int|\mathbf D|^2dA\;\frac C\varepsilon .
\label{lower}
\end{equation}
In two dimensions $\mathbf D=(\partial_y\psi,-\partial_x\psi)$ is divergence-free for any stream function $\psi$, and the flux between two points is the difference of $\psi$. On the right half of the section, set $\psi=0$ on the symmetry axis below the line and $\psi=1$ on the axis above it. Half the line then emits unit flux, so $q=2$. If $E_\psi$ is the integral of $|\nabla\psi|^2$ over the right half, the full integral is $2E_\psi$, and (\ref{lower}) becomes
\begin{equation}
\frac C\varepsilon\ge\frac{4}{2E_\psi}=\frac2{E_\psi}.
\end{equation}

An infinite region causes no difficulty. Setting $u=0$ on and beyond a distant box leaves $u$ an admissible trial potential. Setting $\psi=1$ on the box lets no flux cross it, so $\mathbf D=0$ outside is admissible too.

\subsection*{(b) The numerical value}

Both integrals are minimized with bilinear functions on a rectangular grid of $210\times339$ nodes, refined towards the corners, with the box at $100h$. The integrals over the cells are exact apart from rounding, so the results are bounds for the open geometry:
\begin{equation}
3.9598<\frac C\varepsilon<3.9621 .
\label{bracket}
\end{equation}

A second method works with the surface charge density $\sigma$. A negative image charge below the plane keeps $\phi=0$ at $y=0$, and the condition on the metal surface is
\begin{equation}
\frac1{2\pi\varepsilon}\oint\sigma(\mathbf r')\,
\ln\frac{|\mathbf r-\bar{\mathbf r}'|}{|\mathbf r-\mathbf r'|}\,ds'=1 ,
\label{bem}
\end{equation}
where $\bar{\mathbf r}'$ is the mirror image of $\mathbf r'$. Each face is divided into panels of constant $\sigma$, and (\ref{bem}) is imposed at their midpoints. This gives one linear equation per panel.

The panels must shrink towards the corners. The dielectric there fills an angle $3\pi/2$. The leading solution of Laplace's equation that is constant on both faces is $\phi\simeq1-A\,r^{2/3}\sin(2\theta/3)$, so $\sigma\propto r^{-1/3}$, which diverges but can be integrated.

For a round wire whose centre lies three radii above the plane, this method gives 3.5644, equal to the analytic value at the digits shown. For the square line it gives
\begin{equation}
\frac C\varepsilon=3.9610 ,
\end{equation}
with 80 and with 160 panels per face, inside the bracket (\ref{bracket}). The formula gives $1.15+2.80=3.95$. Its error relative to the Laplace value is
\begin{equation}
\frac{3.9500}{3.9610}-1=-0.28\,\% .
\end{equation}
The sign does not rest on the panel method, since 3.95 lies below the lower bound.

The charge shows why the parallel-plate value $w/h=1$ is only a quarter of the result. The bottom face carries 35.6\,\% of the charge, the two sides together 47.4\,\%, and the top 17.0\,\%. In units of $\varepsilon$ these are contributions of 1.41, 1.88 and 0.67. Even the bottom face exceeds the plate value. The stream function gives the same division independently: its value at the lower corner is the share of the bottom face, 35.7\,\%, and one minus its value at the upper corner is the share of the top, 17.0\,\%.

\subsection*{(c) An equivalent round wire}

Map the exterior of the unit circle, $|\zeta|>1$, to the exterior of a square by
\begin{equation}
\frac{dz}{d\zeta}=R\,(1+\zeta^{-4})^{1/2}.
\label{map}
\end{equation}
On the circle $\zeta=e^{i\theta}$ with $|\theta|<\pi/4$, we have $1+e^{-4i\theta}=2\cos2\theta\,e^{-2i\theta}$, and therefore
\begin{equation}
\frac{dz}{d\theta}=iR\,e^{i\theta}\,e^{-i\theta}\sqrt{2\cos2\theta}
=iR\sqrt{2\cos2\theta}.
\end{equation}
The direction is constant, so this arc becomes a straight vertical side. The other three sides follow by rotation through $90^\circ$. With $\varphi=2\theta$, the side length is
\begin{equation}
a=\sqrt2\,R\int_0^{\pi/2}\!\sqrt{\cos\varphi}\,d\varphi
=\sqrt2\,R\,\frac{\sqrt\pi}{2}\frac{\Gamma(3/4)}{\Gamma(5/4)}
=\frac{4\pi^{3/2}}{\Gamma(1/4)^2}\,R .
\end{equation}
The last step uses $\Gamma(5/4)=\Gamma(1/4)/4$ and $\Gamma(3/4)=\pi\sqrt2/\Gamma(1/4)$. Thus $R=0.59017\,a$.

Integrating (\ref{map}) at large $\zeta$ gives $z=R(\zeta-\zeta^{-3}/6+\dots)$, so $\ln|\zeta|=\ln(|z|/R)+O(|z|^{-4})$. An isolated charged square therefore looks from outside like a round wire of radius $R$, up to terms that fall as the fourth power of distance.

For a round wire above a plane, place line charges $\pm\lambda$ at heights $\pm d$. The potential is $(\lambda/2\pi\varepsilon)\ln(r_-/r_+)$, where $r_\pm$ are the distances from the two charges. The surface $r_-=Kr_+$ obeys
\begin{equation}
x^2+y^2+d^2-2yd\,\frac{K^2+1}{K^2-1}=0 .
\end{equation}
This is a circle with centre height $H=d(K^2+1)/(K^2-1)$ and radius $R=\sqrt{H^2-d^2}=2dK/(K^2-1)$. Hence $H/R=(K+1/K)/2=\cosh(\ln K)$, and
\begin{equation}
\frac C\varepsilon=\frac{2\pi}{\ln K}=\frac{2\pi}{\operatorname{arcosh}(H/R)} .
\end{equation}
With $a=h$ and $H=1.5h$, $H/R=1.5/0.59017=2.542$ and $C/\varepsilon=3.965$. This is 0.09\,\% above the Laplace value. It is an estimate, and nothing here shows it to be a bound. The equivalence was derived for an isolated square, and the plane disturbs the charge on a square and on a circle differently. The estimate worsens as the square grows relative to the gap: it is 0.8\,\% high for a side of $2h$ and 5.4\,\% high for a side of $4h$.

\subsection*{(d) What one point does not establish}

The slopes at $w=t=h$, each taken with the other ratio fixed, are
\begin{center}
\begin{tabular}{lcc}
 & Laplace & formula\\
$\partial(C/\varepsilon)/\partial(w/h)$ & 1.204 & 1.150\\
$\partial(C/\varepsilon)/\partial(t/h)$ & 0.596 & 0.622
\end{tabular}
\end{center}
The formula is between 4 and 5\,\% low in the first slope and about 4\,\% high in the second. Both errors are far larger than the error in the value itself. If $w$ and $t$ grow together, they partly cancel: the sums are 1.800 and 1.772, so the formula is still 1.6\,\% low.

Now let $w\gg h,t$. Deep in the gap the field is uniform, and the underside contributes $w/h$. Seen from above, the line is nearly a strip at unit potential lying in the grounded plane. With $b=w/2$,
\begin{equation}
\phi=\frac1\pi\left[\arctan\frac{x+b}{y}-\arctan\frac{x-b}{y}\right]
\simeq1-\frac y\pi\left[\frac1{b+x}+\frac1{b-x}\right]
\end{equation}
for small $y$ and $|x|<b$. The top charge density is thus $(\varepsilon/\pi)[1/(b+x)+1/(b-x)]$. This form fails within a distance of order $h+t$ from each edge, and beyond that it is approached only slowly: for $w/h=100$ and $t=h$ the numerical density lies 19\,\% below it at $8h$ from an edge and 5\,\% below it at the centre. Between $w/h=30$ and 100 the top charge per $\varepsilon$ grows by 0.70, against $(2/\pi)\ln(100/30)=0.77$. Integrating up to that distance gives, to leading order,
\begin{equation}
\frac C\varepsilon\simeq\frac wh+\frac2\pi\ln\frac wh+\text{const},\qquad
\frac{\partial(C/\varepsilon)}{\partial(w/h)}\simeq1+\frac{2h}{\pi w}.
\end{equation}
At $w/h=100$ the predicted slope is 1.006, and the numerical slope for $t=h$ is also 1.006. The formula keeps the slope 1.15. It gives 117.80 there against 104.95, an error of $+12\,\%$, which tends to $+15\,\%$ as $w/h\to\infty$.

The errors over a wider range, in per cent of the Laplace value, are
\begin{center}
\begin{tabular}{r|rrrrr}
$w/h\;\backslash\;t/h$ & 0.3 & 1 & 3 & 10 & 30\\\hline
0.3 & 1.3 & 2.6 & $-0.8$ & $-3.8$ & $-3.2$\\
1 & $-3.8$ & $-0.3$ & $-1.1$ & $-2.7$ & $-2.0$\\
3 & $-3.2$ & 0.1 & 0.7 & 0.4 & 1.1\\
10 & 2.5 & 4.3 & 5.1 & 5.6 & 6.2\\
30 & 8.1 & 8.9 & 9.4 & 9.8 & 10.4
\end{tabular}
\end{center}
The point $w=t=h$ has the second smallest error of the 25, so it flatters the formula. At the tabulated points with $w/h\le3$ the error stays below 4\,\%; between them it can be slightly larger, for example $-4.2\,\%$ at $w/h=1.5$, $t/h=0.3$. At $w/h=30$ it is 8 to 10\,\%.

\subsection*{(e) A line in low-k dielectric}

For relative permittivity 2.7, $\varepsilon=23.906$ aF/$\mu$m, and
\begin{equation}
C=3.961\times23.906=94.7\ \text{aF}/\mu\text{m}=0.0947\ \text{fF}/\mu\text{m}.
\end{equation}
The formula gives 94.4 aF/$\mu$m, and the parallel-plate term alone 23.9 aF/$\mu$m.

The numbers are roughly those of a fine wiring level on a chip. A real line can also be taller than wide, have sloping walls, and face other wires below it instead of a solid plane. The following changes are each computed alone, relative to the isolated Laplace value.
\begin{itemize}
\item Two grounded neighbours of the same section, one on each side at a spacing of 50 nm: $+36\,\%$, to 129 aF/$\mu$m. This is the total capacitance of the line. The part to the plane falls from 95 to 52 aF/$\mu$m, and each neighbour takes 38 aF/$\mu$m.
\item A 10 nm capping layer of relative permittivity 5 above the line level: $+3.2\,\%$.
\item Corners rounded to a radius of 5 nm, with $w$ and $t$ fixed: $-1.1\,\%$.
\item A gap larger by 1 nm, with $w$ and $t$ fixed: $-0.9\,\%$. The slopes in (d) give the same. Both ratios fall by $1-50/51=0.0196$, so $C/\varepsilon$ changes by $-1.800\times0.0196=-0.035$.
\end{itemize}
Each of these exceeds the 0.28\,\% error of the formula. Of the four changes, the grounded neighbours have by far the largest effect, so the formula for an isolated line should not be used alone in dense wiring.

The model also assumes a dielectric that does not break down. At 0.7 V the field scale $V/h$ is 0.14 MV/cm, and the largest field at the rounded corners of the isolated line is 0.33 MV/cm. Breakdown of dielectrics with such a permittivity needs roughly a few MV/cm, so the isolated line stays well below it. With the two grounded neighbours, rounded in the same way, the peak is 0.39 MV/cm, and for the isolated line with a radius of 1 nm it is 0.57 MV/cm. Slow degradation of the dielectric under prolonged bias is not covered by this comparison. The peak value belongs to the chosen radius, since at a sharp corner the field of this model diverges.

\section*{Values computed for the example and the checks}
\begin{verbatim}
All C/eps values are dimensionless
round wire check, H/R = 3: panels 3.5644, exact 3.5644
fit C/eps at w=t=h: 3.9500
panels C/eps, 80 per face: 3.96100
panels C/eps, 160 per face: 3.96100
finite-element lower bound: 3.9598
finite-element upper bound: 3.9621
finite-element nodes: 210 x 339
box distance: 100 h
error of fit: -0.28 %
conformal radius of square / side: 0.59017
equivalent round wire C/eps: 3.9647
charge share bottom: 35.6 %
charge share both sides: 47.4 %
charge share top: 17.0 %
stream-function share bottom: 35.7 %
stream-function share top: 17.0 %
slope in w/h: Laplace 1.204, fit 1.150
slope in t/h: Laplace 0.596, fit 0.622
w/h=100, t/h=1: Laplace 104.95, fit 117.80
Laplace slope in w/h near w/h=100: 1.006
error of fit in %, columns t/h = 0.3, 1, 3, 10, 30
  w/h =  0.3:    1.31    2.55   -0.76   -3.78   -3.23
  w/h =    1:   -3.75   -0.28   -1.08   -2.72   -2.03
  w/h =    3:   -3.16    0.08    0.74    0.37    1.07
  w/h =   10:    2.51    4.29    5.14    5.56    6.24
  w/h =   30:    8.09    8.86    9.37    9.82   10.38
example w = t = h: 50 nm
relative permittivity: 2.7
eps: 23.906 aF/um
C from Laplace: 94.69 aF/um = 0.0947 fF/um
C from fit: 94.43 aF/um
C parallel plate only: 23.91 aF/um
neighbours at 50 nm: C/eps 5.387, change 36.0 %
neighbours, finite-element upper bound: 5.388
C with neighbours: 128.8 aF/um
cap layer 10 nm, k = 5.0: change 3.2 %
cap layer bounds on C/eps: 4.088 to 4.091
corner radius 5 nm: change -1.10 %
gap larger by 1 nm: change -0.89 %
applied voltage: 0.7 V
field V/h: 0.140 MV/cm
peak field at rounded corner: 0.33 MV/cm
\end{verbatim}
